\section*{Breakup wavelengths of a silicide wire under surface diffusion}

\section{Two lengths set by the radius of an isotropic wire}

Take a solid wire of radius $15$ nm at $873$ K whose surface atoms can migrate. In the model below, with rough nickel-silicide-like parameters, a surface ripple of wavelength $133.3$ nm grows by a factor $1.43$ in a $60$ s anneal, while any ripple shorter than $94.2$ nm decays, provided its amplitude is much smaller than the radius. Divided by the radius, the two lengths are $8.886$ and $6.283$. The diffusivity, the surface energy and the temperature set the pace, yet they appear in neither ratio.

The ratios are $2\sqrt2\,\pi$ and $2\pi$. They are derived here twice: from the local motion of the surface, and from a balance between energy released and energy dissipated.

The wire is long, free-standing, unstressed and single-crystalline. Its surface energy per area $\gamma$ is the same for all orientations. Matter moves only along the surface: there is no evaporation, reaction or diffusion through the interior. The silicide keeps its composition, so transport is counted in formula units of volume $\Omega$, with $\nu$ units per surface area and an effective surface diffusivity $D_s$. Cylindrical coordinates $(r,\varphi,z)$ have $z$ along the wire, and the surface is
\begin{equation}
r=R+u(\varphi,z,t),\qquad |u|\ll R,\quad |\nabla_s u|\ll1 ,
\end{equation}
where $\nabla_s$ is the gradient along the surface.

\section{First derivation: local motion of the surface}

\subsection{Chemical potential and velocity}

Let $\kappa$ be the change of surface area per volume added at a point. It is the sum of the two principal curvatures, positive for a convex solid. One formula unit adds the volume $\Omega$, so its chemical potential relative to a flat surface is
\begin{equation}
\mu=\Omega\gamma\kappa .
\end{equation}
A unit feels the force $-\nabla_s\mu$ and drifts with mobility $D_s/k_BT$. The number crossing unit length per time is therefore
\begin{equation}
\mathbf J=-M\nabla_s\mu,\qquad M=\frac{D_s\nu}{k_BT}.
\label{eq:flux}
\end{equation}
Where more matter arrives than leaves, the surface moves outward, with normal velocity
\begin{equation}
v_n=-\Omega\nabla_s\!\cdot\mathbf J=B\nabla_s^2\kappa,
\qquad B=M\Omega^2\gamma=\frac{D_s\gamma\Omega^2\nu}{k_BT}.
\label{eq:motion}
\end{equation}

\subsection{Curvature of a rippled cylinder}

The area is
\begin{equation}
A=\int r\sqrt{1+r_z^2+r_\varphi^2/r^2}\;d\varphi\,dz ,
\end{equation}
with subscripts denoting derivatives. To second order in $u$ the integrand is
\begin{equation}
R+u+\frac R2u_z^2+\frac1{2R}u_\varphi^2 .
\end{equation}
Vary $u$ and integrate the derivative terms by parts. The volume is $V=\int \tfrac12r^2\,d\varphi\,dz$. Hence
\begin{align}
\delta A&=\int\left(1-Ru_{zz}-\frac{u_{\varphi\varphi}}R\right)\delta u\,d\varphi\,dz,\\
\delta V&=\int(R+u)\,\delta u\,d\varphi\,dz .
\end{align}
The ratio of the two integrands is $\kappa$. Since $1/(R+u)\simeq1/R-u/R^2$, to first order
\begin{equation}
\kappa=\frac1R-\frac{u+u_{\varphi\varphi}}{R^2}-u_{zz}.
\label{eq:curv}
\end{equation}
The term $-u/R^2$ says that a thin part of the wire ($u<0$) has a larger hoop curvature and so a higher chemical potential. It drives matter out of necks. The term $-u_{zz}$ is negative at the bottom of a neck and drives matter in.

\subsection{Growth rate}

Insert $u=\varepsilon(t)\cos m\varphi\cos kz$, with integer $m\ge0$ and $q=kR$. Each pair of $\varphi$ derivatives gives $-m^2$ and each pair of $z$ derivatives gives $-k^2$:
\begin{equation}
\delta\kappa=\frac{m^2+q^2-1}{R^2}\,u .
\end{equation}
The unperturbed curvature is constant, so the surface Laplacian acting on $\delta\kappa$ may be taken on the perfect cylinder; it multiplies by $-(m^2+q^2)/R^2$. To the same order $v_n=u_t$. Equation~(\ref{eq:motion}) becomes $\dot\varepsilon=\sigma\varepsilon$ with
\begin{equation}
\sigma=\frac B{R^4}(m^2+q^2)(1-m^2-q^2).
\label{eq:rate}
\end{equation}

For $m\ge1$ the last factor is negative unless $m=1$ and $q=0$. That exception is a sideways shift of the whole wire, which costs no energy. All other non-axisymmetric ripples decay. For $m=0$,
\begin{equation}
\sigma=Bk^2\left(\frac1{R^2}-k^2\right),
\label{eq:axis}
\end{equation}
which is positive for $0<k<1/R$. The threshold wavelength is
\begin{equation}
\boxed{\lambda_c=2\pi R.}
\end{equation}
With $x=q^2$, the rate is $(B/R^4)(x-x^2)$. Its derivative $1-2x$ vanishes at $x=1/2$, and the second derivative is negative. Thus $k=1/(\sqrt2R)$ and
\begin{equation}
\boxed{\lambda_*=2\sqrt2\,\pi R},\qquad
\sigma_*=\frac1\tau=\frac B{4R^4}.
\label{eq:fast}
\end{equation}

Two limits show the competition. For $k\gg1/R$ the rate tends to $-Bk^4$, the smoothing of a flat surface. For $k\ll1/R$ it tends to $Bk^2/R^2$: the driving force is present, but matter must travel far, so growth is slow. The maximum lies between slow transport and strong axial smoothing.

\section{Second derivation: energy released and dissipated}

This route does not use the local curvature. Consider an axisymmetric ripple $r=R_0+\varepsilon\cos kz$ and let $\langle\cdot\rangle$ be the average over one wavelength. The volume must equal that of the straight wire:
\begin{equation}
\langle r^2\rangle=R_0^2+\frac{\varepsilon^2}2=R^2
\quad\Rightarrow\quad R_0\simeq R-\frac{\varepsilon^2}{4R}.
\end{equation}
The mean radius shrinks because a bulge holds more volume than the equally deep neck loses. The area per length is
\begin{equation}
2\pi\left\langle r\sqrt{1+r_z^2}\right\rangle
\simeq2\pi\left(R_0+\frac R2\langle r_z^2\rangle\right)
=2\pi\left(R_0+\frac{R\varepsilon^2k^2}4\right),
\end{equation}
since $\langle r_z^2\rangle=\varepsilon^2k^2/2$. Subtract $2\pi R$ and multiply by $\gamma$ to get the excess energy per length,
\begin{equation}
\Delta E=\frac{\pi\gamma\varepsilon^2}{2R}(q^2-1).
\label{eq:energy}
\end{equation}
The ripple lowers the energy when $q<1$, that is, when $\lambda>2\pi R$. The threshold follows without any statement about how matter moves.

The fastest wavelength needs the cost of transport. Conservation of volume between neighbouring cross-sections reads, to first order,
\begin{equation}
2\pi R\,u_t=-\Omega\,\partial_z(2\pi RJ)
\quad\Rightarrow\quad J=-\frac{\dot\varepsilon}{\Omega k}\sin kz .
\end{equation}
The integration constant would be a uniform drift along the wire; it is zero because the ripple is symmetric about each crest. By (\ref{eq:flux}), the force needed for a flux $J$ is $J/M$, so the power dissipated per area is $J^2/M$. With $\langle\sin^2kz\rangle=1/2$, the dissipation per length is
\begin{equation}
P=2\pi R\frac{\langle J^2\rangle}M=\frac{\pi R\,\dot\varepsilon^2}{M\Omega^2k^2}.
\end{equation}
It equals the rate of energy loss, $-d\Delta E/dt$:
\begin{equation}
\frac{\pi\gamma}R(1-q^2)\,\varepsilon\dot\varepsilon
=\frac{\pi R\,\dot\varepsilon^2}{M\Omega^2k^2}.
\end{equation}
For a moving ripple, divide by $\dot\varepsilon$ and solve:
\begin{equation}
\frac{\dot\varepsilon}{\varepsilon}=M\Omega^2\gamma\,\frac{k^2(1-q^2)}{R^2}
=Bk^2\left(\frac1{R^2}-k^2\right).
\end{equation}
This is (\ref{eq:axis}), with the same zero and the same maximum. The factor $k^2$ now has a plain origin: for a given $\dot\varepsilon$, a longer wave needs a larger flux.

\section{What each derivation assumes}

Both need small slopes, constant $\gamma$ and the linear flux law for $\lambda_*$. The first also assumes a chemical potential defined at each point. In return it treats every angular mode and can be extended to large amplitudes. The second assumes an axisymmetric ripple of fixed sinusoidal form, for which conservation alone determines the flux. In return it separates the threshold, a property of energy and volume, from $\lambda_*$, which depends on the path of transport.

A second path shows the difference. Let units also diffuse through the interior with diffusivity $D_v$, in quasi-steady state and in local equilibrium with the surface. The interior flux is $-(D_v/\Omega k_BT)\nabla\mu$, and $\delta\mu$ obeys Laplace's equation, so it varies as $I_0(kr)\cos kz$, with $I_n$ the modified Bessel functions. At the surface $\partial_r\delta\mu=k(I_1/I_0)\delta\mu$, with argument $q$. Matter arriving from inside adds
\begin{equation}
-\frac{D_v}{k_BT}\partial_r\delta\mu
=\frac{D_v\Omega\gamma}{k_BT}\,\frac{1-q^2}{R^2}\,k\frac{I_1(q)}{I_0(q)}\,u
\end{equation}
to the velocity. Dividing by the surface contribution $Bk^2(1-q^2)u/R^2$ gives the total rate
\begin{equation}
\sigma=\frac B{R^4}q^2(1-q^2)\left[1+\frac{D_v}{D_s}\frac R{\Omega\nu}\frac{I_1(q)}{qI_0(q)}\right].
\end{equation}
The zero at $q=1$ survives; the maximum moves, though little: when the interior path dominates, $\lambda_*$ tends to $9.01R$ instead of $8.886R$.

The surface energy enters differently. Suppose $\gamma$ depends smoothly on the tilt $\theta\simeq u_z$ from the axis, with zero slope at $\theta=0$. Then $\gamma(\theta)\simeq\gamma+\tfrac12\gamma''u_z^2$, and the axial energy contains $\gamma+\gamma''=s\gamma$ in place of $\gamma$. The factor in (\ref{eq:energy}) becomes $sq^2-1$, and
\begin{equation}
\sigma=Bk^2\left(\frac1{R^2}-sk^2\right).
\end{equation}
For $s>0$ the zero is at $k^2=1/(sR^2)$ and the maximum at half that value. Both wavelengths are multiplied by $\sqrt s$, and the peak rate is divided by $s$. Here the threshold itself changes.

\section{The wire in numbers}

The inputs are $R=15$ nm, $T=873$ K, $\gamma=6$ eV/nm$^2$ and $\Omega=0.024$ nm$^3$. One unit per area $\Omega^{2/3}$ gives $\nu=12.02$ nm$^{-2}$. The diffusivity has a prefactor of $0.01$ cm$^2$/s and a barrier of $1.5$ eV. With $k_BT=0.07523$ eV,
\begin{equation}
D_s=0.01\,e^{-1.5/0.07523}\ \mathrm{cm^2/s}=2.19\times10^{-11}\ \mathrm{cm^2/s}.
\end{equation}
One cm$^2$ is $10^{14}$ nm$^2$, so
\begin{equation}
B=\frac{(2.19\times10^{3})(6)(0.024)^2(12.02)}{0.07523}\simeq1210\ \mathrm{nm^4/s}.
\end{equation}
The shortest e-folding time is $\tau=4(15)^4/1210\simeq167$ s. In $60$ s the fastest wave grows by $e^{60/167}\simeq1.43$: a ripple of $0.3$ nm reaches about $0.43$ nm, and the wire remains nearly straight. At fixed $B$, $\tau$ varies as $R^4$, so halving the radius shortens it sixteenfold.

The maximum is broad. From (\ref{eq:axis}), a wave $20\%$ longer than $\lambda_*$ still grows at $0.91$ of the peak rate, and one $20\%$ shorter at $0.68$. After growing for a few $\tau$, much longer than the $60$ s anneal, weak broadband noise therefore favours spacings around $133$ nm without fixing a single value, and a strong initial ripple of another unstable wavelength can win. If each length $\lambda_*$ gathers into one sphere of radius $a$, then $\tfrac43\pi a^3=\pi R^2\lambda_*$, which gives $a=28.2$ nm.

\section{From ripple to breakup}

Extending linear growth until $\varepsilon=R$ would give $\tau\ln(15/0.3)=655$ s. The next order shows how the neck begins to run ahead of this estimate. For an axisymmetric shape, the exact variation of area per volume is
\begin{equation}
\kappa=\frac1r\left[w-\partial_z\!\left(\frac{rr_z}w\right)\right]
=\frac1{rw}-\frac{r_{zz}}{w^3},\qquad w=\sqrt{1+r_z^2},
\end{equation}
and conservation between cross-sections, with arc length $ds=w\,dz$, gives
\begin{equation}
r\,r_t=B\,\partial_z\!\left(\frac{r\kappa_z}w\right).
\label{eq:full}
\end{equation}
Measure lengths in $R$ and time in $R^4/B$. To second order,
\begin{equation}
\kappa=1-u-u_{zz}+u^2-\tfrac12u_z^2,\qquad u_t=\kappa_{zz}+u_z\kappa_z .
\end{equation}
Let $u=a\cos kz+b\cos2kz$ with $k^2=1/2$ and $b$ of order $a^2$; volume conservation adds the constant $-a^2/4$, as in the second derivation, which does not enter the equation for $b$ at this order. The quadratic terms in $\kappa$ contribute $(\tfrac12+\tfrac18)a^2\cos2kz$, and $\partial_z^2$ multiplies this by $-4k^2=-2$. Since the linear part of $\kappa$ is $-\tfrac12a\cos kz$, the product $u_z\kappa_z=-\tfrac14a^2\sin^2kz$ contributes $+\tfrac18a^2\cos2kz$. The second harmonic alone has $q^2=2$ and decays at rate $2(1-2)=-2$. Thus
\begin{equation}
\dot b=-2b-\tfrac98a^2 .
\end{equation}
As $a^2$ grows at rate $1/2$, the solution $b=\beta a^2$ requires $\tfrac12\beta=-2\beta-\tfrac98$, or $\beta=-\tfrac9{20}$. At the neck, $kz=\pi$, the displacement, with the constant included, is $-a-\left(\tfrac14+\tfrac9{20}\right)a^2=-a-\tfrac7{10}a^2$: the neck is deeper than linear theory predicts.

Equation~(\ref{eq:full}) was solved over half of $\lambda_*$ with $80$ finite volumes, no flux through the ends and implicit time steps. A $0.3$ nm ripple thins the neck to $0.2R$ in $453$ s, or $0.69$ of the linear estimate. If the neck radius is the relevant length, the time left scales as $(0.2)^4R^4/B\simeq0.07$ s; even several times this is below a second. For weak ripples the nonlinear stage takes a fixed time, so
\begin{equation}
t\simeq\tau\ln\frac{CR}{\varepsilon_0},\qquad C\simeq0.30,
\end{equation}
where $\varepsilon_0$ is the initial amplitude and $C$ comes from the numerical solution at $\lambda_*$. Halving $\varepsilon_0$ delays breakup by about $\tau\ln2$.

\section{How a real wire differs}

The parameters are round guesses for the regime of a nickel-silicide nanowire. The diffusivity is the least certain, because its barrier enters exponentially; all times inherit that uncertainty, while the isotropic wavelengths do not. With everything else fixed, a wire $20$ K hotter evolves $1.53$ times faster. A silicide line that touches silicon or a dielectric is not free-standing. Interface energies then change the energy balance, and these results give no design limit for such a line.

For the free wire, anisotropy is the largest correction to the wavelengths among those sized here. Take $\gamma(\theta)=\gamma[1+a_\gamma(1-\cos4\theta)]$ with $a_\gamma=0.02$. Then $\gamma''=16a_\gamma\gamma$ at $\theta=0$ and $s=1.32$. The threshold rises from $94.2$ to $108.3$ nm and the fastest wavelength from $133.3$ to $153.1$ nm, both by $15\%$, while the peak rate falls to $0.76$ of its isotropic value. A small variation of energy matters because its second derivative carries the factor $16$. The direction of the shift follows the sign of $a_\gamma$: for $a_\gamma=-0.02$, $s=0.68$ and the threshold falls to $77.7$ nm. This law also takes $\gamma$ to be the same at every azimuth, which no crystal obeys. For a cubic crystal with the wire along $[001]$ and this law in a cube plane, the local ratio $(\gamma+\gamma'')/\gamma$ runs from $1.32$ to $1.15$ around the circumference. The $15\%$ therefore indicates a possible size of the correction, not a value for a silicide. A faceted surface, where $\gamma(\theta)$ has a cusp, lies outside this treatment. So do single atomic steps, although the $0.3$ nm ripple is only about one formula-unit layer high ($\Omega^{1/3}=0.29$ nm). The times computed from it are those of an idealized continuous surface.

Interior diffusion with $D_v=10^{-3}D_s$ raises the peak rate by $2.5\%$ and lengthens $\lambda_*$ by less than $0.1$ nm. If the density of mobile units follows the chemical potential of the curved surface, it is larger than on a flat one by $e^{\gamma\Omega/(Rk_BT)}=1.14$. This raises $B$ by $14\%$ and leaves both wavelengths unchanged.

Grain boundaries crossing the wire add a disturbance of their own. With boundary energy $\gamma_b=2$ eV/nm$^2$, the balance $2\gamma\sin\psi=\gamma_b$ gives a surface slope angle $\psi=9.6^\circ$ at the groove. For grains of length $L$, uniform curvature requires $u+R^2u_{zz}$ to be constant, so $u=A\cos(z/R)+c$, with $z$ measured from mid-grain. The slope $-\tan\psi$ at $z=L/2$ fixes $A=R\tan\psi/\sin(L/2R)$, and zero mean displacement fixes $c=-2R^2\tan\psi/L$. The groove depth is
\begin{equation}
-u(L/2)=R\tan\psi\left[\frac{2R}L-\cot\frac L{2R}\right].
\end{equation}
For $L=30$ nm this is $0.9$ nm, three times the ripple assumed above. Equal grains repeat every $30$ nm, below the threshold; unequal grains can also seed the longer, unstable waves. As $L$ approaches $2\pi R$ the expression diverges, so near that length no equilibrium of small slope remains. For a very small groove angle, the threshold length thus reappears as the limit for static shapes that narrow steadily from mid-grain to the boundary. At a finite angle this limit is shorter: for $\psi=9.6^\circ$ it is about $74$ nm.
